# Time-Step Stability of Leapfrog Particle-in-Cell Simulation in Cold and Warm Plasmas

## Definitions and conventions

Consider electrons moving in one dimension against fixed ions that neutralise them on average. The plasma is unmagnetised, the field electrostatic and the region periodic, so it represents the interior of a discharge and not its sheaths. The algebra uses atomic units: the electron has mass 1 and charge $-1$. With electron density $n_0$,

$$\omega_p^2=4\pi n_0,\qquad a=\omega_p\Delta t .$$

The explicit leapfrog scheme stores positions at whole steps and velocities at half steps. It first kicks, then moves:

$$v_{n+1/2}=v_{n-1/2}+\Delta t\,A(x_n),\qquad x_{n+1}=x_n+\Delta t\,v_{n+1/2}, \tag{1}$$

where $A$ is the acceleration. "Stable" means that a small disturbance of the uniform plasma stays bounded in the linearised scheme.

For cold electrons the threshold is $a=2$ in the limit of long, well-resolved waves. Thermal motion lowers it: a Maxwellian plasma is unstable from $a\approx1.62$ when the cells are much smaller than the Debye length. A coarser grid raises this value, to about 1.64 for cells half a Debye length wide and 1.71 for cells one Debye length wide. Exceeding two is therefore sufficient for instability when long waves fit into the region, but staying below two does not guarantee stability.

## Cold electrons

Displace a slab of cold electrons by $x$ relative to the ions. Gauss's law, $dE/dx=4\pi\rho$, gives a field $E=4\pi n_0x$ inside the slab. The electron charge is $-1$, so the acceleration is $-E=-\omega_p^2x$. More generally let a mode have frequency $\Omega$, so that $A=-\Omega^2x$, and put $q=\Omega\Delta t$. Subtracting two successive position updates in (1) removes the velocity:

$$x_{n+1}-2x_n+x_{n-1}=\Delta t\,(v_{n+1/2}-v_{n-1/2})=-q^2x_n .$$

Inserting $x_n\propto z^n$ and dividing by $z^n$,

$$z+\frac1z=2-q^2. \tag{2}$$

The product of the two roots is 1. There are three cases.

**Below the threshold, $0<q<2$.** Set $z=e^{-i\omega\Delta t}$. Then $2\cos\omega\Delta t-2=-4\sin^2(\omega\Delta t/2)=-q^2$, and

$$\sin\frac{\omega\Delta t}{2}=\frac q2 . \tag{3}$$

The frequency $\omega$ is real, so the amplitude is bounded. Expanding the inverse sine gives $\omega/\Omega=1+q^2/24+\dots$: the numerical oscillation is too fast. At $q=0.2$ the error relative to $\Omega$ is about 0.17%. Stability is thus a much weaker demand than accuracy.

**At the threshold, $q=2$.** Equation (2) becomes $(z+1)^2=0$. The double root gives $x_n=(-1)^n(A+Bn)$. Starting from rest means $v_{-1/2}=0$, or $x_{-1}=x_0$. This requires $-(A-B)=A$, hence $B=2A$ and $|x_n|=(2n+1)|x_0|$. The growth is linear, not exponential.

**Above the threshold, $q>2$.** Set $z=-e^{\gamma}$ with $\gamma>0$. Then $2\cosh\gamma+2=4\cosh^2(\gamma/2)=q^2$. Since $e^{\gamma/2}=\cosh(\gamma/2)+\sinh(\gamma/2)$,

$$|z|=\left(\frac q2+\sqrt{\frac{q^2}{4}-1}\right)^2 . \tag{4}$$

The displacement changes sign at each step while it grows. The restoring kick is so strong that the electron overshoots to a larger displacement on the other side.

## The effect of the grid

Let the cells have width $h$, with nodes $j$ and cells $j+\tfrac12$ between them. Assume linear weighting, a three-point Poisson equation, a centred difference for the field, and cold electrons placed symmetrically within each cell.

With linear weighting, an electron that moves by $\xi$ shifts a fraction $\xi/h$ of its weight from the left node to the right one. Summed over a cell, the shift depends only on the mean displacement $X_{j+1/2}$. Node $j$ gains from the cell on its left and loses to the cell on its right:

$$\delta n_j=\frac{n_0}{h}\left(X_{j-1/2}-X_{j+1/2}\right).$$

Define the difference field $E_{j+1/2}=-(\phi_{j+1}-\phi_j)/h$. The charge density is $-\delta n$, so the Poisson equation reads

$$\frac{E_{j+1/2}-E_{j-1/2}}h=-4\pi\,\delta n_j=\frac{\omega_p^2}{h}\left(X_{j+1/2}-X_{j-1/2}\right).$$

Therefore $E_{j+1/2}=\omega_p^2(X_{j+1/2}-\bar X)$. The constant $\bar X$ is the mean of $X$, because the differences of a periodic potential sum to zero.

The centred field at a node is the average of its two neighbours, $E_j=\tfrac12(E_{j-1/2}+E_{j+1/2})$. Interpolating it to symmetrically placed electrons and averaging over the cell gives $\tfrac12(E_j+E_{j+1})$. The mean acceleration is thus

$$\ddot X_{j+1/2}=-\tfrac14\left(E_{j-1/2}+2E_{j+1/2}+E_{j+3/2}\right).$$

For $X\propto e^{ikx}$ with $k\ne0$ the bracket contributes $(2+2\cos kh)/4=\cos^2(kh/2)$, and

$$\Omega=\omega_p\left|\cos\frac{kh}{2}\right| . \tag{5}$$

The grid weakens the restoring force of short waves. In a region of $N$ cells the longest wave has $kh/2=\pi/N$, so the cold threshold is

$$a_c=\frac{2}{\cos(\pi/N)} .$$

It is 2.1648 for 8 cells and 2.0024 for 64 cells. Two limits apply. The mode $kh=\pi$ has $\Omega=0$: there $z=1$ is a double root, and a velocity disturbance drifts freely and grows linearly in time. The derivation also assumes electrons at rest that stay in their cells. Cold electrons drifting across the grid are subject to a separate finite-grid instability, which occurs well below $a_c$, for instance at $a=1$. A particle simulation with 8 cells and $a=2.1$ stayed bounded and followed the solution of (2) for 100 steps. With 64 cells and the same $a$, the wave was multiplied by $-1.8625$ per step, and (4) with (5) gives $|z|=1.8625$.

**Non-uniform density.** Let the ions balance a density that varies from cell to cell. The derivation is unchanged except that $\omega_p^2$ becomes a diagonal matrix $D$ of local values. The matrix of squared frequencies is $SPD$, where $S$ is the double average and $P$ removes the mean. $S$ and $P$ are symmetric, commute, and have norm at most one. The matrix $SPD$ has the same eigenvalues as the symmetric matrix $D^{1/2}SPD^{1/2}$, whose norm is at most the largest entry of $D$. The peak density therefore bounds the frequency. For a cosine profile with its peak at 1.5 times the mean, the highest frequency was 0.94 of the peak plasma frequency with 32 cells and 0.97 with 64. The bound is approached as the grid is refined, and the mean density is the wrong one to use.

## Warm electrons: a law with memory

Now let the velocities be Maxwellian with thermal speed $v_t$ in one direction. Define the Debye length $\lambda_D=v_t/\omega_p$ and

$$b=kv_t\Delta t=a\,k\lambda_D ,$$

the phase of the wave that a thermal electron crosses in one step. The grid is taken as fine enough to be ignored.

Let $\rho_m e^{ikx}$ be the relative density disturbance at step $m$. From $dE/dx=-4\pi n_0\rho_me^{ikx}$ the acceleration is

$$-E=\frac{\omega_p^2\rho_m}{ik}\,e^{ikx}.$$

The kick at step $m$ changes the velocity by $-E\Delta t$. After $n$ further moves the electron is displaced by $\delta x=-E\,n\Delta t^2$. To first order, a displacement changes the density amplitude, which is the average of $e^{-ikx}$, by $-ik\langle\delta x\,e^{-ikx}\rangle$. The electron has meanwhile drifted from $x_m$ to $x_m+nv\Delta t$, so the contribution is

$$-ik\,\frac{n a^2\rho_m}{ik}\left\langle e^{ikx_m}e^{-ik(x_m+nv\Delta t)}\right\rangle=-a^2n\,\rho_m\,e^{-n^2b^2/2}.$$

The last step is the Gaussian average of $e^{-iknv\Delta t}$. Adding all earlier kicks, and an initial displacement normalised to $\rho_0=1$, gives

$$\rho_N=e^{-N^2b^2/2}-a^2\sum_{n=1}^{N}n\,e^{-n^2b^2/2}\rho_{N-n}. \tag{6}$$

The factor $n$ is the ballistic growth of a displacement. The Gaussian is the loss of phase by thermal motion.

Multiply (6) by $u^N$ and sum over $N$. The sum on the right is a convolution, so it becomes a product:

$$\sum_N\rho_Nu^N=\frac{\sum_N e^{-N^2b^2/2}u^N}{F(u)},\qquad F(u)=1+a^2f(u),\quad f(u)=\sum_{n\ge1}n\,e^{-n^2b^2/2}u^n .$$

The numerator and $F$ converge for every $u$. If $F$ has no zero with $|u|\le1$, the left side is analytic in a larger disc and $\rho_N$ decays geometrically. A zero $u_0$ inside the unit disc gives growth by $z=1/u_0$ per step. For $b\to0$ and $|u|<1$, $f=u/(1-u)^2$, and $F=0$ becomes $u+1/u=2-a^2$, which is (2).

## Counting the unstable roots

Put $\eta=e^{-b^2/2}<1$. On the unit circle $u=e^{i\varphi}$,

$$\operatorname{Im}f=\sum_{n\ge1}n\,\eta^{n^2}\sin n\varphi=-\frac12\frac{d\vartheta}{d\varphi},\qquad \vartheta(\varphi)=\sum_{n=-\infty}^{\infty}\eta^{n^2}e^{in\varphi}.$$

The sign of this derivative follows from a product form. Let

$$Q(w)=\prod_{m\ge1}\left(1+\eta^{2m-1}w\right)\left(1+\eta^{2m-1}/w\right).$$

Replacing $w$ by $\eta^2w$ removes the factor $1+\eta w$ and adds $1+1/(\eta w)$. Their ratio gives $Q(\eta^2w)=Q(w)/(\eta w)$. For the Laurent coefficients $c_n$ of $Q$ this means $c_{n+1}=\eta^{2n+1}c_n$, hence $c_n=c_0\eta^{n^2}$. So $Q(e^{i\varphi})=c_0\vartheta(\varphi)$, and $c_0>0$ because both functions are positive at $\varphi=0$. Each pair of factors equals $1+2\eta^{2m-1}\cos\varphi+\eta^{4m-2}$, which is positive and decreases for $0<\varphi<\pi$. Thus $\vartheta$ decreases and $\operatorname{Im}f>0$ on the upper semicircle. On the lower one $\operatorname{Im}f<0$ by conjugation.

As $u$ runs once round the circle, $F$ starts at $F(1)>0$, passes through the upper half-plane to $F(-1)$, and returns through the lower half-plane. It encircles the origin once if $F(-1)<0$ and not at all if $F(-1)>0$. By the argument principle this number is the number of zeros in the disc. With

$$g(b)=-f(-1)=\sum_{n\ge1}(-1)^{n+1}n\,e^{-n^2b^2/2},$$

there is one unstable root if $a^2g(b)>1$, and none if $a^2g(b)<1$. A single zero of a function with real coefficients is real. Since $F>0$ for $u\ge0$, it lies between $-1$ and 0. The warm instability therefore alternates in sign like the cold one. The initial displacement excites it, because at this $u_0$ the numerator is an alternating series of decreasing terms that starts with 1, and so is positive.

## Long waves and the lowest threshold

For small $b$, write $e^{-n^2b^2/2}=\langle\cos ny\rangle$, where $y$ is Gaussian with variance $b^2$. With a convergence factor $e^{-n\epsilon}$,

$$\sum_{n\ge1}(-1)^{n+1}n\,e^{-ns}=\frac{e^{-s}}{(1+e^{-s})^2}=\frac{1}{4\cosh^2(s/2)} .$$

Setting $s=\epsilon-iy$ and letting $\epsilon\to0$ turns the right side into $\tfrac14\sec^2(y/2)$. The singular points $y=\pm\pi,\dots$ contribute terms of order $e^{-\pi^2/2b^2}$, apart from powers of $b$, and are negligible here. Expanding the secant,

$$g(b)\approx\frac14\left(1+\frac{\langle y^2\rangle}{4}\right)=\frac14\left(1+\frac{b^2}{4}\right).$$

The threshold $a^2g=1$ with $b=ak\lambda_D\approx2k\lambda_D$ becomes $a^2(1+k^2\lambda_D^2)=4$, or

$$a_c\approx2\left(1-\tfrac12k^2\lambda_D^2\right). \tag{7}$$

At $k\lambda_D=0.1$ this is 1.990, and the numerical solution of $a^2g=1$ is 1.9900. Since $g\to\tfrac14$ for long waves, any $a>2$ is unstable at small enough $k$, whatever the temperature.

At large $b$ every term of $g$ vanishes and the wave is stable. The maximum of $g$ lies between these limits. Located numerically, it gives the lowest threshold

$$a_{\min}=1.618\quad\text{at}\quad k\lambda_D=0.703 .$$

There $b=1.618\times0.703=1.137$, and the first four terms are

$$g=0.5237-0.1504+0.0089-0.0001=0.382,$$

so that $a^2g=2.618\times0.382=1.00$. The terms show the mechanism. In an alternating wave, kicks an odd number of steps old drive the growth and kicks an even number of steps old oppose it. Thermal motion erases the two-step memory far more than the one-step memory, and the opposition is lost first.

## Example: an argon plasma for deposition

Take $n_0=5\times10^{10}$ cm$^{-3}$, an electron temperature of 3 eV, argon at 0.1 Torr and 500 K, and a gap of 20 mm. In atomic units the density is $7.41\times10^{-15}$, so

$$\omega_p=\sqrt{4\pi\times7.41\times10^{-15}}=3.051\times10^{-7},$$

or $1.2615\times10^{10}$ rad/s. The cold limit is $2/\omega_p=6.55\times10^{6}$ atomic units, or 158.5 ps. The warm limit is $1.618/\omega_p=5.30\times10^6$ atomic units, or 128.3 ps. The Debye length is 57.6 µm, and the wave that first becomes unstable has length $2\pi\times57.6/0.703\approx515$ µm. About 39 such waves fit into the gap.

Three time steps, with density and temperature held fixed, show the regimes. The growth was maximised over $k\lambda_D$ from 0.2 to 1.3.

- **100 ps, $a=1.26$.** This is below the warm threshold, and all waves are damped. The largest factor per step rounds to 1.0000, because long waves are hardly damped. By (3) a cold oscillation is still about 8% too fast.
- **140 ps, $a=1.77$.** This is below two, yet the wave at $k\lambda_D=0.59$ grows by 1.31 per step. A thousandfold growth takes $\ln1000/\ln1.3096=25.6$ steps, or 3.6 ns.
- **170 ps, $a=2.14$.** The largest factor is 2.41 at $k\lambda_D=0.35$, and 7.9 steps suffice for a thousandfold growth. Equation (4), with the less rounded value $a=2.1445$, gives 2.13 for a cold long wave, so thermal motion strengthens the instability here.

A particle simulation of the 140 ps case at $k\lambda_D=0.7$ tests the warm result. The memory law gives $z=-1.218$. With 64 cells per wavelength the simulation gave $-1.213$. With 18 cells, each half a Debye length wide, it gave $-1.166$. The growth rate $\ln|z|$ is then 22% below the gridless value: the coarser grid weakens the instability but does not remove it.

At 100 ps and the same $k\lambda_D$, with 64 cells and eight electron sites per cell for each velocity, the simulated wave followed (6) within 0.0026 of its initial amplitude for ten steps. It did not then decay to zero. Between steps 20 and 40 a residue of up to 0.029 of the initial amplitude remained, and 0.13 when two sites per cell were used. Equation (6) itself gives less than $10^{-4}$ over these steps. The residue shrinks when more sites or more velocity groups are used, so it comes from representing the plasma by a finite set of electrons, which (6) does not include. It is not constant: in longer runs it keeps growing, slowly with 401 velocity groups and much faster with 101. This growth belongs to the discrete loading and should not be mistaken for the time-step instability.

## What the model leaves out

**Density.** Both limits scale as $n_0^{-1/2}$. A fixed step of 100 ps reaches the warm limit at $8.2\times10^{10}$ cm$^{-3}$ and the cold limit at $1.26\times10^{11}$ cm$^{-3}$. If $5\times10^{10}$ cm$^{-3}$ is the mean of a half-sine profile across the gap, the peak plasma frequency is 1.253 times the value used above. Applying the warm criterion locally, which is reasonable because the unstable wave is short compared with the gap, lowers the limit from 128 to 102 ps.

**Velocity distribution.** For a Druyvesteyn distribution of the same mean energy, which has fewer fast electrons, the alternating root starts to grow at $a=1.46$, or 116 ps. The root count above was proved for a Maxwellian, so this value shows where instability certainly exists, not that everything below it is stable. With the half-sine profile it falls to about 92 ps, and the 100 ps step would fail.

**Collisions.** Suppose collisions remove a fraction $p$ of the mean velocity per step, and let $d=1-p$. If they act after the move, cold electrons obey, with $y=v\Delta t$,

$$x'=(1-q^2)x+y,\qquad y'=d\,(y-q^2x).$$

The determinant of this map is $d$ and its trace is $1+d-q^2$, so $z^2-(1+d-q^2)z+d=0$. A complex pair has modulus $\sqrt d<1$, and $z=1$ would require $q=0$. Stability is therefore lost at $z=-1$, where $q^2=2(1+d)$, or $q=2\sqrt{1-p/2}$. If collisions act between kick and move, the trace is $1+d-dq^2$ and the threshold is $q=2\sqrt{(1-p/2)/(1-p)}$. A rough cross-section of $10^{-15}$ cm$^2$ gives a collision rate of $2.2\times10^8$ s$^{-1}$ and $p=0.035$ at the cold limit. The two cold thresholds are about 1.98 and 2.02: for cold electrons the order of operations decides the sign of a 1% shift. The warm threshold behaves differently. If collisions redraw the velocity from the Maxwellian, both orders raise it at this pressure, to about 1.620 and 1.644, and at 1 Torr the second order raises it to about 1.94.

**Ions and induced fields.** Mobile argon ions add their own squared plasma frequency to $\omega_p^2$ and lower the cold limit by a fraction $7\times10^{-6}$. The collisionless skin depth, the speed of light divided by $\omega_p$, is 24 mm and comparable with the gap. Collisions lengthen it when the drive frequency is below the collision rate. A model of the whole reactor may still need induced fields. The unstable wave is about 46 times shorter than the collisionless skin depth and longitudinal, and the electrostatic treatment is adequate for it.

**The real process.** Plasma-enhanced deposition runs over a wide range, roughly from millitorr to a few torr and from $10^9$ to $10^{12}$ cm$^{-3}$, and the example lies inside it. Of the departures estimated above, the density profile and the non-Maxwellian electrons matter most for the time step. For the numbers used here these two together move the limit from 128 to about 92 ps, far more than collisions or ion motion do. For an unmagnetised electrostatic simulation with the explicit leapfrog scheme and a resolved Debye length, the plasma-frequency limit on the time step should therefore be taken from the highest density expected anywhere during the run, and $\omega_p\Delta t$ kept well below 1.4 there. Accuracy of the plasma oscillation, by (3), asks for a few tenths. This is not the only limit. At high pressure and low density the collision rate sets the step instead: with the same cross-section, at 3 Torr and $10^9$ cm$^{-3}$ it is about 3.8 times $\omega_p$, so even $a=0.3$ allows about one collision per step. The distance an electron moves per step must also be checked against the cell width: with cells half a Debye length wide a thermal electron crosses $2a$ cells per step, and electrons accelerated in the sheaths cross more.

## Calculated quantities

```
electron density (input)        5.0e+10 cm^-3
electron temperature (input)    3.0 eV
gas pressure (input)            0.10 Torr
gas temperature (input)         500 K
gap (input)                     20 mm
cross-section (rough input)     1e-15 cm^2
plasma frequency                1.2615e+10 rad/s
plasma frequency, atomic units  3.0513e-07
plasma period                   498.1 ps
Debye length                    57.58 um
electrons per Debye cube        9547
cold limit of time step         158.5 ps
cold limit, atomic units        6.5545e+06
warm threshold of w_p dt        1.6179
  at k * Debye length           0.703
  wavelength there              0.515 mm
warm limit of time step         128.3 ps
warm limit, atomic units        5.3023e+06
threshold at k*Debye = 0.1      1.9900
step 100 ps: w_p dt             1.2615
  largest factor per step       1.0000
step 140 ps: w_p dt             1.7661
  largest factor per step       1.3096
  at k * Debye length           0.590
  steps to grow 1000-fold       25.6
step 170 ps: w_p dt             2.1445
  largest factor per step       2.4058
  at k * Debye length           0.350
  steps to grow 1000-fold       7.9
140 ps, k*Debye 0.7: theory z   -1.2181
  PIC, 64 cells per wave        -1.2133
  PIC, 18 cells per wave        -1.1663
  cell/Debye length, 18 cells   0.499
100 ps wave, step 3: law, PIC   0.1845 0.1848
  largest gap, steps 0-10       2.6e-03
  residue 20-40, 2 sites/cell   1.3e-01
  residue 20-40, 8 sites/cell   2.9e-02
cold PIC z, w_p dt=2.1, 64 cells -1.8625
cold formula |z|, same case     1.8625
cold threshold, 8 cells         2.1648
cold threshold, 64 cells        2.0024
top freq/peak w_p, 32, 64 cells 0.9420 0.9705
100 ps density limit, cold      1.257e+11 cm^-3
100 ps density limit, warm      8.225e+10 cm^-3
ion motion lowers limit by      6.9e-06 (fraction)
collision rate                  2.24e+08 1/s
velocity loss per cold-limit dt 0.0349
cold limit, collide after move  1.9825
cold limit, collide before move 2.0180
peak/mean w_p, half-sine profile 1.2533
Druyvesteyn onset of w_p dt     1.4608
skin depth                      23.8 mm
```
